# The PAW occupation matrix and its Hubbard contribution to D_ij: verification in Python

```python
"""
Result under test (PAW with a Hubbard term, one correlated shell l):
    n[m,m'] = sum_ij rho[(i,m),(j,m')] * S[i,j]
    D_U[(i,m),(j,m')] = V[m,m'] * S[i,j],  V[m,m'] = U*(delta/2 - n[m',m])
rho : sum over occupied states of <pseudo|p_i m><p_j m'|pseudo>
S   : integral from 0 to r_c of u_i*u_j, all-electron radial partial waves
n   : <psi|m><m'|psi> inside the sphere, summed over occupied states
U   : effective Hubbard parameter.  Hartree atomic units throughout.
The reference is an all-electron calculation in which V acts directly as a
potential inside the sphere.  The PAW calculation uses projectors for it.
"""
from math import factorial
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import gammainc, lpmv

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
charge, l = 6.0, 2
r_c, r_mid, r_box = 2.0, 2.5, 10.0
hubbard_u, n_electrons = 0.2, 2
field_z2, field_xy = -0.7, 2.0
wave_energies = [-2.0, -2.2, -1.8]
n_m = 2 * l + 1
identity = np.eye(n_m, dtype=complex)
rng = np.random.default_rng(7)

# ---------- angular quadrature and spherical harmonics ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(10)
phi_nodes = 2 * np.pi * np.arange(20) / 20
cos_t, azimuth = [a.ravel() for a in
                  np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
ang_w = np.repeat(cos_weights, 20) * 2 * np.pi / 20


def harmonic(ell, m):
    k = abs(m)
    norm = np.sqrt((2 * ell + 1) / (4 * np.pi)
                   * factorial(ell - k) / factorial(ell + k))
    y = norm * lpmv(k, ell, cos_t) * np.exp(1j * k * azimuth)
    return y if m >= 0 else (-1) ** k * y.conj()


labels = [(ell, m) for ell in range(5) for m in range(-ell, ell + 1)]
all_y = np.array([harmonic(*lab) for lab in labels])
all_overlaps = (all_y.conj() * ang_w) @ all_y.T
# other angular momenta drop out of the projection on the shell
assert np.abs(all_overlaps - np.eye(len(labels))).max() < 1e-12
shell_y = np.array([harmonic(l, m) for m in range(-l, l + 1)])


def angular_matrix(function):
    return (shell_y.conj() * (ang_w * function)) @ shell_y.T


field_inner = field_z2 * angular_matrix(3 * cos_t**2 - 1)
field_outer = field_xy * angular_matrix(
    0.5 * (1 - cos_t**2) * np.sin(2 * azimuth))

# ---------- radial spline basis and quadrature ----------
degree = 6
breaks = np.array([0, 0.5, 1, 1.5, r_c, r_mid, 3, 4, 5, 6, 8, r_box])
multiplicity = [degree + 1, 1, 1, 1, degree - 1, degree - 1,
                1, 1, 1, 1, 1, degree + 1]
knots = np.repeat(breaks, multiplicity)
n_all = len(knots) - degree - 1
spline = BSpline(knots, np.eye(n_all), degree)
gx, gw = np.polynomial.legendre.leggauss(14)
half = np.diff(breaks) / 2
r = (breaks[:-1, None] + half[:, None] * (gx + 1)).ravel()
w = (half[:, None] * gw).ravel()
chi = spline(r)[:, 1:-1]
dchi = spline(r, nu=1)[:, 1:-1]
inside = (r < r_c).astype(float)
shell_region = ((r > r_c) & (r < r_mid)).astype(float)
far_region = (r > r_mid).astype(float)


def hamiltonian_parts(f, df):
    """Matrices without the Hubbard term, from functions on the grid."""
    def gram(weight):
        return (f * (w * weight)[:, None]).T @ f
    radial = 0.5 * (df * w[:, None]).T @ df
    radial = radial + gram(l * (l + 1) / (2 * r**2) - charge / r)
    fixed = (np.kron(identity, radial)
             + np.kron(field_inner, gram(shell_region))
             + np.kron(field_outer, gram(far_region)))
    total_gram = gram(np.ones_like(r))
    return fixed, np.kron(identity, total_gram), gram(inside), \
        eigh(radial, total_gram, eigvals_only=True)[0]


def hubbard_energy(n, u):
    return 0.5 * u * np.trace(n - n @ n).real


def self_consistent(fixed, overlap, coupling, u):
    """coupling: radial matrix that yields n and carries the potential."""
    nb = coupling.shape[0]
    n = 0.5 * identity
    for _ in range(300):
        potential = u * (0.5 * identity - n.T)
        e, c = eigh(fixed + np.kron(potential, coupling), overlap,
                    subset_by_index=[0, n_electrons])
        occ = c[:, :n_electrons].T.reshape(n_electrons, n_m, nb)
        n_new = sum(x.conj() @ coupling @ x.T for x in occ)
        change = np.abs(n_new - n).max()
        n = n_new
        if change < 1e-10:
            break
    assert change < 1e-10, "self-consistency not reached"
    assert e[n_electrons] - e[n_electrons - 1] > 0.02
    flat = occ.reshape(n_electrons, -1)
    e_fixed = sum((x.conj() @ fixed @ x).real for x in flat)
    return {"e": e, "occ": occ, "n": n,
            "total": e_fixed + hubbard_energy(n, u)}


# ---------- partial waves, pseudo waves, projectors ----------
norm_3d = 1 / np.sqrt(factorial(6) / (2 * charge / 3) ** 7)


def regular_solution(energy):
    a = [1.0]
    for k in range(1, 60):
        before = a[k - 2] if k > 1 else 0.0
        a.append(-(2 * charge * a[k - 1] + 2 * energy * before)
                 / (k * (k + 2 * l + 1)))
    return Polynomial(np.concatenate([np.zeros(l + 1), a])) * norm_3d


def smooth_partner(wave):
    powers = [l + 1 + 2 * q for q in range(4)]
    monomials = [Polynomial([0.0] * p + [1.0]) for p in powers]
    matrix = [[(mono.deriv(d) if d else mono)(r_c) for mono in monomials]
              for d in range(4)]
    target = [(wave.deriv(d) if d else wave)(r_c) for d in range(4)]
    coef = np.linalg.solve(matrix, target)
    full = np.zeros(powers[-1] + 1)
    full[powers] = coef
    return Polynomial(full)


def on_sphere_grid(polys):
    r_safe = np.where(inside > 0, r, 0.0)
    return np.array([p(r_safe) * inside for p in polys]).T


def build_paw(energies):
    waves = [regular_solution(e) for e in energies]
    smooth = [smooth_partner(u) for u in waves]
    ae, ps = on_sphere_grid(waves), on_sphere_grid(smooth)
    d_ae = on_sphere_grid([u.deriv() for u in waves])
    d_ps = on_sphere_grid([u.deriv() for u in smooth])
    shape = ((1 - (r / r_c) ** 2) ** 2 * inside)[:, None]
    projectors = shape * ps @ np.linalg.inv(ps.T @ (w[:, None] * shape * ps))
    duality = projectors.T @ (w[:, None] * ps)
    assert np.abs(duality - np.eye(len(energies))).max() < 1e-7
    proj = projectors.T @ (w[:, None] * chi)
    t_chi = chi + (ae - ps) @ proj
    dt_chi = dchi + (d_ae - d_ps) @ proj
    s_ae = ae.T @ (w[:, None] * ae)
    s_ps = ps.T @ (w[:, None] * ps)
    fixed, overlap, _, level = hamiltonian_parts(t_chi, dt_chi)
    return {"waves": waves, "ps": ps, "proj": proj, "t_chi": t_chi,
            "S": s_ae, "S_ps": s_ps, "fixed": fixed, "overlap": overlap,
            "coupling": proj.T @ s_ae @ proj, "level": level}


# ---------- all-electron reference ----------
ae_fixed, ae_overlap, ae_inside, ae_level = hamiltonian_parts(chi, dchi)
exact_level = -charge**2 / (2 * 3**2)
assert abs(ae_level - exact_level) < 1e-6
reference = self_consistent(ae_fixed, ae_overlap, ae_inside, hubbard_u)
no_u = self_consistent(ae_fixed, ae_overlap, ae_inside, 0.0)

# ---------- PAW with one, two and three partial waves ----------
errors, runs, setups = [], [], []
for count in (1, 2, 3):
    setup = build_paw(wave_energies[:count])
    assert abs(setup["level"] - exact_level) < 1e-5
    run = self_consistent(setup["fixed"], setup["overlap"],
                          setup["coupling"], hubbard_u)
    errors.append(np.abs(run["n"] - reference["n"]).max())
    runs.append(run)
    setups.append(setup)
assert errors[0] > errors[1] > errors[2]
assert errors[1] < 1e-2 and errors[2] < 2e-3
paw, run = setups[1], runs[1]
S, S_ps = paw["S"], paw["S_ps"]
assert np.abs(run["e"] - reference["e"]).max() < 5e-3
assert abs(run["total"] - reference["total"]) < 5e-3

# overlaps: incomplete gamma function and boundary (Wronskian) formula
assert abs(S[0, 0] - gammainc(7, 2 * charge * r_c / 3)) < 1e-9
u1, u2 = paw["waves"]
boundary = ((u1(r_c) * u2.deriv()(r_c) - u1.deriv()(r_c) * u2(r_c))
            / (2 * (wave_energies[0] - wave_energies[1])))
assert abs(S[0, 1] - boundary) < 1e-9

# explicit rho, its contraction, and the direct integral of psi
c_proj = np.einsum("ib,kmb->kmi", paw["proj"], run["occ"])
rho = np.einsum("kmi,knj->minj", c_proj.conj(), c_proj)
n_rho = np.einsum("minj,ij->mn", rho, S)
n_pseudo = np.einsum("minj,ij->mn", rho, S_ps)
psi = np.einsum("qb,kmb->kmq", paw["t_chi"], run["occ"])
n_direct = np.einsum("kmq,knq,q->mn", psi.conj(), psi, w * inside)
direct_error = np.abs(n_rho - n_direct).max()
assert direct_error < 1e-2
assert np.abs(n_pseudo - n_direct).max() > 3 * direct_error
pseudo_psi = np.einsum("qb,kmb->kmq", chi, run["occ"])
remainder = pseudo_psi - np.einsum("qi,kmi->kmq", paw["ps"], c_proj)
remainder_weight = np.sum(np.abs(remainder) ** 2 * w * inside)

# ---------- D_U as derivative of the energy with respect to rho ----------
V = hubbard_u * (0.5 * identity - n_rho.T)
D = np.einsum("mn,ij->minj", V, S)
V_wrong = hubbard_u * (0.5 * identity - n_rho)
D_wrong = np.einsum("mn,ij->minj", V_wrong, S)
size = n_m * 2
x = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
direction = ((x + x.conj().T) / 2).reshape(n_m, 2, n_m, 2)


def energy_of_rho(matrix):
    return hubbard_energy(np.einsum("minj,ij->mn", matrix, S), hubbard_u)


step = 1e-3
slope = (energy_of_rho(rho + step * direction)
         - energy_of_rho(rho - step * direction)) / (2 * step)
slope_D = np.sum(D * direction).real
slope_wrong = np.sum(D_wrong * direction).real
assert abs(slope - slope_D) < 1e-9
assert abs(slope - slope_wrong) > 1e-3

# ---------- monopole interaction minus double counting, two spins ----------
g = angular_matrix(np.ones_like(cos_t))
interaction = hubbard_u * np.einsum("ac,bd->abcd", g, g)
spins = []
for _ in range(2):
    x = rng.normal(size=(n_m, n_m)) + 1j * rng.normal(size=(n_m, n_m))
    spins.append((x + x.conj().T) / 4 + 0.5 * identity)
explicit = 0.0
for s, a in enumerate(spins):
    for t, b in enumerate(spins):
        explicit += 0.5 * np.einsum("abcd,ac,bd->", interaction, a, b)
        if s == t:
            explicit -= 0.5 * np.einsum("abdc,ac,bd->", interaction, a, b)
number = sum(np.trace(a).real for a in spins)
explicit -= 0.5 * hubbard_u * number * (number - 1)
assert abs(explicit - sum(hubbard_energy(a, hubbard_u) for a in spins)) < 1e-10

# ---------- total energy: band sum and stationarity ----------
band_sum = run["e"][:n_electrons].sum()
correction = 0.5 * hubbard_u * np.trace(n_rho @ n_rho).real
assert abs(band_sum + correction - run["total"]) < 1e-7
du = 0.002
side = [self_consistent(paw["fixed"], paw["overlap"], paw["coupling"],
                        hubbard_u + s * du)["total"] for s in (1, -1)]
dE_dU = (side[0] - side[1]) / (2 * du)
dE_dU_formula = 0.5 * np.trace(n_rho - n_rho @ n_rho).real
assert abs(dE_dU - dE_dU_formula) < 1e-4


# ---------- printed numbers ----------
def show(label, value, unit="", digits=5):
    value = complex(value)
    text = f"{round(value.real, digits) + 0.0:.{digits}f}"
    if abs(value.imag) > 0.5 * 10 ** (-digits):
        text += f" {value.imag:+.{digits}f} i"
    print(f"{label} = {text} {unit}".rstrip())


show("nuclear charge of the model", charge, "", 1)
show("sphere radius r_c", r_c, "bohr", 1)
show("boundary between the two outer fields", r_mid, "bohr", 1)
show("box radius", r_box, "bohr", 1)
show("field factor of (3z^2/r^2-1), r_c to boundary", field_z2, "hartree", 1)
show("field factor of xy/r^2, beyond boundary", field_xy, "hartree", 1)
show("U_eff", hubbard_u, "hartree", 2)
show("U_eff converted", hubbard_u * HARTREE_EV, "eV", 3)
print("electrons in the one spin channel =", n_electrons)
print("partial-wave energies (hartree) =", wave_energies)
show("S_11", S[0, 0])
show("S_12", S[0, 1])
show("S_22", S[1, 1])
show("S_12 from boundary values", boundary)
show("pseudo overlap 11", S_ps[0, 0])
print("two-wave PAW calculation, self-consistent:")
show("rho_(1,0)(1,0)", rho[2, 0, 2, 0])
show("rho_(1,0)(2,0)", rho[2, 0, 2, 1])
show("rho_(2,0)(1,0)", rho[2, 1, 2, 0])
show("rho_(2,0)(2,0)", rho[2, 1, 2, 1])
for m, mp in [(0, 0), (1, 1), (2, 2), (1, -1), (2, 0)]:
    show(f"n_({m},{mp})", n_rho[m + l, mp + l])
show("n_(0,0) all-electron reference", reference["n"][l, l])
show("n_(1,-1) all-electron reference", reference["n"][l + 1, l - 1])
print("eigenvalues of n =", np.round(np.linalg.eigvalsh(n_rho), 4) + 0.0)
print("same without U, AE =", np.round(np.linalg.eigvalsh(no_u["n"]), 4) + 0.0)
show("trace of n", np.trace(n_rho))
show("trace of n with pseudo overlaps (wrong)", np.trace(n_pseudo))
for count, err in zip((1, 2, 3), errors):
    print(f"largest error of n, {count} wave(s) = {err:.2e}")
print(f"n from rho against integral of psi, 2 waves = {direct_error:.2e}")
print(f"weight of remainder in sphere, 2 waves = {remainder_weight:.2e}")
show("V_(0,0)", V[l, l], "hartree")
show("V_(1,-1)", V[l + 1, l - 1], "hartree")
show("D_U (1,0)(1,0)", D[l, 0, l, 0], "hartree")
show("D_U (1,0)(2,0)", D[l, 0, l, 1], "hartree")
show("D_U (2,0)(2,0)", D[l, 1, l, 1], "hartree")
show("D_U (1,1)(1,-1)", D[l + 1, 0, l - 1, 0], "hartree")
show("slope of E_U along a random change of rho", slope, "hartree")
show("same slope from D_U", slope_D, "hartree")
show("same slope with n not transposed in V", slope_wrong, "hartree")
print("lowest three eigenvalues PAW (hartree) =", np.round(run["e"], 5))
print("lowest three eigenvalues AE (hartree) =", np.round(reference["e"], 5))
show("Hubbard energy E_U", hubbard_energy(n_rho, hubbard_u), "hartree")
show("E_U converted", hubbard_energy(n_rho, hubbard_u) * HARTREE_EV, "eV", 4)
show("sum of occupied eigenvalues", band_sum, "hartree")
show("correction U_eff/2 Tr(nn)", correction, "hartree")
show("total energy PAW", run["total"], "hartree")
show("total energy AE", reference["total"], "hartree")
show("dE/dU_eff by finite difference", dE_dU)
show("Tr(n-nn)/2", dE_dU_formula)
print("finished without a failed check")
```

Output:

```
nuclear charge of the model = 6.0
sphere radius r_c = 2.0 bohr
boundary between the two outer fields = 2.5 bohr
box radius = 10.0 bohr
field factor of (3z^2/r^2-1), r_c to boundary = -0.7 hartree
field factor of xy/r^2, beyond boundary = 2.0 hartree
U_eff = 0.20 hartree
U_eff converted = 5.442 eV
electrons in the one spin channel = 2
partial-wave energies (hartree) = [-2.0, -2.2, -1.8]
S_11 = 0.68663
S_12 = 0.77647
S_22 = 0.88318
S_12 from boundary values = 0.77647
pseudo overlap 11 = 0.51816
two-wave PAW calculation, self-consistent:
rho_(1,0)(1,0) = 0.19357
rho_(1,0)(2,0) = 0.18452
rho_(2,0)(1,0) = 0.18452
rho_(2,0)(2,0) = 0.17590
n_(0,0) = 0.57482
n_(1,1) = 0.30268
n_(2,2) = 0.01758
n_(1,-1) = 0.00000 +0.30268 i
n_(2,0) = 0.00000 +0.10052 i
n_(0,0) all-electron reference = 0.57295
n_(1,-1) all-electron reference = 0.00000 +0.30177 i
eigenvalues of n = [0.     0.     0.     0.6054 0.61  ]
same without U, AE = [0.     0.     0.     0.5953 0.5996]
trace of n = 1.21534
trace of n with pseudo overlaps (wrong) = 0.94395
largest error of n, 1 wave(s) = 2.52e-02
largest error of n, 2 wave(s) = 1.87e-03
largest error of n, 3 wave(s) = 7.27e-04
n from rho against integral of psi, 2 waves = 1.70e-03
weight of remainder in sphere, 2 waves = 1.43e-05
V_(0,0) = -0.01496 hartree
V_(1,-1) = 0.00000 +0.06054 i hartree
D_U (1,0)(1,0) = -0.01027 hartree
D_U (1,0)(2,0) = -0.01162 hartree
D_U (2,0)(2,0) = -0.01322 hartree
D_U (1,1)(1,-1) = 0.00000 +0.04157 i hartree
slope of E_U along a random change of rho = -0.19271 hartree
same slope from D_U = -0.19271 hartree
same slope with n not transposed in V = -0.10037 hartree
lowest three eigenvalues PAW (hartree) = [-2.11399 -2.09787 -1.93492]
lowest three eigenvalues AE (hartree) = [-2.11373 -2.09763 -1.93457]
Hubbard energy E_U = 0.04768 hartree
E_U converted = 1.2974 eV
sum of occupied eigenvalues = -4.21186 hartree
correction U_eff/2 Tr(nn) = 0.07385 hartree
total energy PAW = -4.13801 hartree
total energy AE = -4.13797 hartree
dE/dU_eff by finite difference = 0.23840
Tr(n-nn)/2 = 0.23840
finished without a failed check
```
